# Slater integrals from 4d² term energies and their sensitivity to wrong labels

## Definitions and conventions

Two equivalent electrons outside closed shells share the radial function $P(r)$, normalized by $\int_0^\infty P^2\,dr=1$. Their Slater integrals are, in atomic units,

$$F^k=\int_0^\infty\!\!\int_0^\infty P^2(r)P^2(s)\,\frac{r_<^k}{r_>^{k+1}}\,dr\,ds ,$$

where $r_<$ and $r_>$ are the smaller and larger of $r$ and $s$. The superscript $k$ is an index, not a power. The numerical output writes F2 and F4 for $F^2$ and $F^4$. Energies are in eV.

A term $^{2S+1}L$ is the set of states with total spin $S$ and total orbital momentum $L$. Three assumptions define the model: the states belong to one configuration, spin-orbit coupling is absent, and all electrons of the open shell have the same $P$ in every term. Closed shells and one-electron energies then shift all terms equally. This shift, together with $F^0$ and the choice of energy zero, is called $E_0$.

The fit is unweighted: each term counts once. If the errors of the data were known and unequal, weights would be appropriate.

## The angular factor

The repulsion is expanded in multipoles,

$$\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}P_k(\cos\omega),$$

with $\omega$ the angle between the two position vectors. Put one electron in an orbital with magnetic quantum number $m$ and spin up, the other in $m'$ with spin down. Opposite spins remove the exchange term, so only the repulsion of two densities remains. Each density is independent of azimuth. Averaging $P_k(\cos\omega)$ over azimuth leaves $P_k(\cos\theta_1)P_k(\cos\theta_2)$, by the addition theorem. Hence

$$J(m,m')=\sum_k F^k d_k(m)\,d_k(m'),\qquad d_k(m)=\langle P_k(\cos\theta)\rangle_m .$$

Odd $k$ vanish because the densities are even in $x=\cos\theta$. Values $k>2l$ vanish because the densities are polynomials of degree $2l$ in $x$, orthogonal to higher Legendre polynomials.

## A tiny example: p²

For $l=1$ the normalized densities in $x$ on $[-1,1]$ are $\tfrac32x^2$ for $m=0$ and $\tfrac34(1-x^2)$ for $m=\pm1$. They give $\langle x^2\rangle=3/5$ and $1/5$. With $P_2=(3x^2-1)/2$,

$$5d_2(0)=2,\qquad 5d_2(\pm1)=-1 .$$

Take the states with $M_S=0$. The numbers of determinants with $M_L=2,1,0$ are 1, 2, 3, so one term begins at each of $L=2,1,0$. Two equal $l$ couple to a spatial function of exchange symmetry $(-1)^L$; antisymmetry then makes even $L$ singlets and odd $L$ triplets. The terms are $^1D$, $^3P$, $^1S$.

The trace of the Hamiltonian over a sector of fixed $M_L$ and $M_S$ is the same in the determinant basis and in the term basis. Each term with $L\ge M_L$ enters once. In units of $w=F^2/25$:

- $M_L=2$: the product is $(-1)(-1)=1$, so $^1D$ has coefficient 1.
- $M_L=1$: two determinants give $2(-1)(2)=-4$, so $^3P$ has $-4-1=-5$.
- $M_L=0$: the sum is $1+1+4=6$, so $^1S$ has $6-1+5=10$.

In the order $^3P,{}^1D,{}^1S$ the model is $E=E_0+aw$ with $a=(-5,1,10)$.

Let the data be $y=(0,2,4)$ eV. Setting the derivative of $\sum_i(y_i-E_0-a_iw)^2$ with respect to $E_0$ to zero gives $E_0=\bar y-\bar a w$, with $\bar a=2$. Inserting this leaves the centred coefficients $\tilde a=(-7,-1,8)$, whose squares sum to 114. The derivative with respect to $w$ then gives

$$w=\frac{-7\cdot0-1\cdot2+8\cdot4}{114}=\frac{30}{114}=0.263,$$

so $F^2=25w=6.58$ eV and $E_0=2-2w=1.47$ eV.

Three energies and two unknowns leave one test of the model. The vector $(3,-5,2)$ is orthogonal to $(1,1,1)$ and to $a$, since $3-5+2=0$ and $-15-5+20=0$. The residual is the projection of $y$ on it. Its squared length is $t^2/38$, with

$$t=3E(^3P)-5E(^1D)+2E(^1S)=-2\ \text{eV}.$$

Now exchange the labels $^1D$ and $^1S$, so that $y=(0,4,2)$. The fit gives $w=(-4+16)/114=0.105$, $F^2=2.63$ eV and $t=-16$ eV. The integral has fallen by 60% and the misfit has grown eightfold.

This warning can fail. Suppose a strong perturbation had produced true energies $(0,2,1)$. The correct labels would give $t=-8$ eV, but the exchanged labels $(0,1,2)$ would give $t=-1$ eV. The wrong assignment would fit better. A small residual is therefore evidence for a labelling, conditional on the model errors being small.

## The five terms of d²

For $l=2$ the normalized densities are $\tfrac{15}{16}(1-x^2)^2$ for $|m|=2$, $\tfrac{15}{4}x^2(1-x^2)$ for $|m|=1$, and $\tfrac58(3x^2-1)^2$ for $m=0$. Elementary integration gives, in that order,

$$\langle x^2\rangle=\tfrac17,\ \tfrac37,\ \tfrac{11}{21},\qquad \langle x^4\rangle=\tfrac1{21},\ \tfrac5{21},\ \tfrac37 .$$

With $P_4=(35x^4-30x^2+3)/8$ this yields

$$7d_2=(-2,1,2),\qquad 21d_4=(1,-4,6)\qquad\text{for }|m|=2,1,0 .$$

The natural parameters are $u=F^2/49$ and $v=F^4/441$. For $M_S=0$ the sectors $M_L=4,3,2,1,0$ contain 1, 2, 3, 4, 5 determinants, so the terms $^1G,{}^3F,{}^1D,{}^3P,{}^1S$ occur once each. The sector sums of $(u,v)$ coefficients are

- $M_L=4$, orbitals $(2,2)$: $(4,\,1)$.
- $M_L=3$, twice $(2,1)$: $(-4,\,-8)$.
- $M_L=2$, twice $(2,0)$ and once $(1,1)$: $(-8+1,\;12+16)=(-7,\,28)$.
- $M_L=1$, twice $(2,-1)$ and twice $(1,0)$: $(-4+4,\;-8-48)=(0,\,-56)$.
- $M_L=0$, twice $(2,-2)$, twice $(1,-1)$ and once $(0,0)$: $(8+2+4,\;2+32+36)=(14,\,70)$.

Each new term is its sector sum minus the previous sector sum, because the previous sum contains exactly the terms already found. Thus $^3F=(-4-4,\,-8-1)$, $^1D=(-7+4,\,28+8)$, $^3P=(0+7,\,-56-28)$ and $^1S=(14-0,\,70+56)$. The result is

$$\begin{aligned}
E(^3F)&=E_0-8u-9v,\\
E(^3P)&=E_0+7u-84v,\\
E(^1G)&=E_0+4u+v,\\
E(^1D)&=E_0-3u+36v,\\
E(^1S)&=E_0+14u+126v .
\end{aligned}$$

One consequence matters for labelling: $E(^1D)-E(^3P)=-10u+120v$. It vanishes at $v/u=1/12$, that is, at $F^4/F^2=441/(12\cdot49)=0.75$. Near this ratio the order of the two terms is easily reversed by effects outside the model.

## Least squares in general

Collect the coefficients, in the order just given, in vectors $a$ and $b$, and the energies in $y$. With $x=(E_0,F^2,F^4)^T$ and the matrix $A$ whose columns are $1$, $a/49$, $b/441$, the model is $y\approx Ax$. The gradient of $|y-Ax|^2$ vanishes when $A^T(y-Ax)=0$, hence

$$x=Gy,\qquad G=(A^TA)^{-1}A^T .$$

The same scheme serves other configurations in which each term occurs once, provided the columns of $A$ are linearly independent. A single term, as in d¹ or d⁹, cannot determine the integrals. If a term is repeated, its energies are eigenvalues of a small matrix and are in general not linear in the $F^k$.

For a calculation by hand, eliminate $E_0$ as before. The means are $\bar a=14/5=2.8$ and $\bar b=70/5=14$, and the centred vectors are

$$\tilde a=(-10.8,\,4.2,\,1.2,\,-5.8,\,11.2),\quad \tilde b=(-23,\,-98,\,-13,\,22,\,112).$$

Their products are $S_{aa}=294.8$, $S_{bb}=23330$ and $S_{ab}=948$. The remaining equations are

$$S_{aa}u+S_{ab}v=\tilde a\cdot y,\qquad S_{ab}u+S_{bb}v=\tilde b\cdot y,$$

and their solution is

$$u=\frac{S_{bb}\,\tilde a\cdot y-S_{ab}\,\tilde b\cdot y}{D},\qquad
v=\frac{S_{aa}\,\tilde b\cdot y-S_{ab}\,\tilde a\cdot y}{D},$$

with $D=S_{aa}S_{bb}-S_{ab}^2=5978980$. Since $D\neq0$, the solution is unique.

If the energies carry independent errors of standard deviation $\sigma$, the parameter errors are $G$ times the energy errors. Their covariance is $\sigma^2GG^T=\sigma^2(A^TA)^{-1}$. For the two integrals this gives

$$\sigma(F^2)=49\sqrt{S_{bb}/D}\;\sigma=3.06\,\sigma,\qquad \sigma(F^4)=441\sqrt{S_{aa}/D}\;\sigma=3.10\,\sigma .$$

Let $H=AG$, so that $Hy$ are the fitted energies and $r=(1-H)y$ is the residual. With two degrees of freedom the residual scale is $s=\sqrt{|r|^2/2}$. The diagonal element $h_i=H_{ii}$, the leverage, says how strongly a datum pulls its own fitted value.

Leverage also links the residual to a prediction. Let $p_i$ be the energy predicted for term $i$ by a fit to the other four. If $y_i$ equalled $p_i$, including it would not change that fit. Raising it from $p_i$ to $y_i$ moves the fitted value by $h_i(y_i-p_i)$. Therefore $r_i=(1-h_i)(y_i-p_i)$, and a high-leverage term can have a small residual although the others predict it badly.

## What an exchanged label does

Let $e_i$ be the unit vector of term $i$. Exchanging the energies assigned to terms $p$ and $q$ changes the data by

$$\delta y=\Delta\,(e_p-e_q),\qquad \Delta=y_q-y_p .$$

By linearity,

$$\delta x=\Delta\,G(e_p-e_q),\qquad r'=r+\Delta\,n,\qquad n=(1-H)(e_p-e_q).$$

The part of $e_p-e_q$ that the model can reproduce goes into the parameters; the rest, $n$, goes into the residual. Since $1-H$ is a symmetric projector and $(1-H)r=r$, one has $r\cdot n=r_p-r_q$. Then

$$|r'|^2=|r|^2+2\Delta(r_p-r_q)+\Delta^2|n|^2 .$$

For perfect data $r=0$ and any exchange of unequal energies raises the misfit, provided $|n|\neq0$. The ten values of $|n|$ lie between 0.32 and 1.37. For imperfect data the middle term can be negative, and the wrong labelling wins if it outweighs the last term. This is the failure seen in the p² example.

A second filter comes from the integrals themselves. Their integrands are positive, and $r_<^4/r_>^5=(r_</r_>)^2\,r_<^2/r_>^3$, so any orbital has $0<F^4<F^2$. Fitted parameters that absorb other effects are not strictly bound by this, but a violation is a reason for suspicion.

## Cd¹⁰⁺ as a test case

The free ion Cd¹⁰⁺ has the configuration [Kr]4d². Its orbitals were computed by Hartree-Fock for the closed-shell ion Cd¹²⁺, with a scalar relativistic one-electron Hamiltonian and Gaussian functions. The lowest empty d orbital has $F^2=13.286$ eV and $F^4=8.977$ eV. A coarser basis changes both by less than 0.4%, and a finer one raises both by about 0.003 eV.

First, the repulsion matrix within 4p⁶4d² was diagonalized. Fitting its five terms returns 13.286 and 8.977 eV, which agrees with the direct radial integration and tests the coefficients.

The data proper come from full configuration interaction of eight electrons in the 4p and 4d orbitals. This admits configurations such as 4p⁴4d⁴, which the fitted model lacks. The term energies, with $^3F$ as zero, are

$$y=(0,\;2.3751,\;3.4945,\;2.0634,\;7.6981)\ \text{eV}.$$

A finer basis changes these energies by less than 0.002 eV; the last digits are kept only so that the arithmetic can be followed. The sums are $\tilde a\cdot y=88.420$ and $\tilde b\cdot y=629.394$ eV. Hence

$$u=\frac{23330(88.420)-948(629.394)}{5978980}=0.24522\ \text{eV},$$
$$v=\frac{294.8(629.394)-948(88.420)}{5978980}=0.017013\ \text{eV}.$$

This gives $F^2=12.02$ eV (96 900 cm⁻¹) and $F^4=7.50$ eV (60 500 cm⁻¹), with $s=0.24$ eV. The ratios to the orbital integrals are 0.90 and 0.84. The fitted numbers are effective parameters of correlated terms.

Most of the reduction enters through $^1S$. Configuration interaction lowers it by 1.01 eV relative to $^3F$, and its leverage is 0.91. Its residual is just $-0.080$ eV, but the relation above gives $y_i-p_i=-0.080/(1-0.910)=-0.89$ eV. A fit without $^1S$ indeed predicts 8.59 eV instead of 7.70 eV, and returns $F^2=13.15$ and $F^4=8.98$ eV. These lie close to the orbital values although $^3P$ and $^1D$ are themselves lowered by 0.17 and 0.21 eV, so the closeness does not show that those terms are unperturbed.

### Exchanging terms

The closest pair is $^3P$ and $^1D$, with $\Delta=2.0634-2.3751=-0.3117$ eV. For this exchange $\tilde a_p-\tilde a_q=10$ and $\tilde b_p-\tilde b_q=-120$. The shifts are

$$\delta F^2=49\,\Delta\,\frac{23330(10)+948(120)}{5978980}=-0.89\ \text{eV},$$
$$\delta F^4=441\,\Delta\,\frac{-294.8(120)-948(10)}{5978980}=+1.03\ \text{eV}.$$

Relative to the correctly labelled fit these are $-7\%$ and $+14\%$. The scale $s$ rises from 0.24 to 0.34 eV, a weak warning. The ratio $F^4/F^2$ moves from 0.62 to 0.77, across the crossing value 0.75. The refitted model thus also places $^1D$ above $^3P$, but by only 0.05 eV, against 0.31 eV in the exchanged data; a fit with a residual need not reproduce the order at all.

Of the ten exchanges, six violate $0<F^4<F^2$. The four that pass are:

- $^3P$–$^1D$: $F^2=11.13$, $F^4=8.53$, $s=0.34$ eV.
- $^3P$–$^1G$: $F^2=13.40$, $F^4=5.20$, $s=0.75$ eV.
- $^1G$–$^1D$: $F^2=9.71$, $F^4=9.29$, $s=1.15$ eV.
- $^3F$–$^1D$: $F^2=10.76$, $F^4=6.21$, $s=1.97$ eV.

The second case gives an $F^2$ nearer to the orbital integral than the correct fit does, so agreement of one parameter with theory cannot certify the labels. Among all 119 wrong labellings none has a smaller $s$ than the correct one. That holds for these data; the p² example shows that it is no general rule.

### Starting from levels

A spectrum supplies levels of definite total angular momentum $J$, not terms. Add the spin-orbit operator $\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$. Its trace over a term is zero: a rotation of the spins alone by $\pi$ leaves the term's state space unchanged but reverses any chosen spin component perpendicular to the axis, so each product $l_\alpha s_\alpha$ has a trace equal to its own negative. Means weighted by $2J+1$ are therefore unshifted to first order in $\zeta$. Mixing of different terms with equal $J$ shifts them at higher order.

The constant was estimated from

$$\zeta=\frac{\alpha^2}{2}\int_0^\infty P^2(r)\,\frac{Z(r)}{r^3}\,dr\quad\text{(atomic units)},$$

where $\alpha$ is the fine-structure constant and $Z(r)$ is the nuclear charge minus the other electrons' charge inside $r$. Exchange and the coupling of each spin to the orbits of the other electrons are omitted; together they would lower the result by about 5%. The formula gives about 0.48 eV, larger than the 0.31 eV gap between $^3P$ and $^1D$.

With the computed term energies and this $\zeta$, the upper two $J=2$ levels lie 2.86 and 4.26 eV above the lowest level. The lower is 59% $^1D$ and 36% $^3P$; the upper is 64% $^3P$ and 35% $^1D$. Labels here name the largest share of a mixture.

Term means formed with these labels give $F^2=13.31$ and $F^4=6.90$ eV, which is $+11\%$ and $-8\%$ relative to the fit without spin-orbit coupling. Exchanging the two $J=2$ labels replaces one of the three $^3P$ levels, with weight $5/9$, and the whole of $^1D$. The fit becomes $F^2=10.30$ and $F^4=10.02$ eV, changes of $-23\%$ and $+45\%$ relative to the level-mean fit. The scale $s$ rises from 0.27 to 0.64 eV, yet $0<F^4<F^2$ still holds. These figures depend mildly on $\zeta$: a value 5% lower, 0.45 eV, moves the shares by about one percentage point and turns the four changes into $+10\%$, $-8\%$, $-22\%$ and $+43\%$.

## Use for real source ions

Multiply charged ions with open 4d shells, in practice those of tin or xenon, radiate in EUV source plasmas. Cd¹⁰⁺ is not a usual source ion, but it has the same 4d² ground configuration as Sn¹²⁺. Such an ion breaks two assumptions of the linear model: a single configuration and negligible spin-orbit coupling. In this calculation the first moves the fitted integrals by 10% and 16% from the orbital values, and the second by a further 11% and 8%, with opposite signs. An independent energy error of 0.01 eV per term would contribute only 0.03 eV to either integral, so here model error and labelling dominate.

The reference energies omit excitations from 4s and deeper shells, excitations to 4f, 5s and higher orbitals, relaxation of the core by the two 4d electrons and of the 4d orbital by the second of them, and the Breit interaction. They test the algorithm and do not replace measured levels. When $\zeta$ is comparable with a term gap, as here, the sounder procedure is to fit the levels to eigenvalues of the full matrix containing $E_0$, $F^2$, $F^4$ and $\zeta$, matching levels by $J$ and energy order. That fit is nonlinear; the linear solution and the estimate of $\zeta$ supply its starting values. For the nine levels computed above it returns $F^2=12.01$ and $F^4=7.60$ eV with equal weights, close to the fit without spin-orbit coupling. With weights $2J+1$ it returns 12.50 and 8.19 eV: the full matrix treats the spin-orbit mixing, but the error of the single configuration remains.

## Computed results

```
7c2(m,m), m=2,1,0: [-2, 1, 2]
(7c2)^2 for 21,20,2-1,2-2,10,1-1: [6, 4, 0, 0, 1, 6]
21c4(m,m), m=2,1,0: [1, -4, 6]
(21c4)^2 for 21,20,2-1,2-2,10,1-1: [5, 15, 35, 70, 30, 40]
Cd10+ 4d mean radius: 0.9590 bohr
orbital F0, F2, F4: 25.4868 13.2856 8.9769 eV
coarser basis F2, F4: 13.2393 8.9478 eV
CI determinants of even parity: 2450
4d^2 weight in CI, min and max: 0.9783 0.9849
sums Saa, Sbb, Sab: 294.8 23330.0 948.0; D: 5978980
term: pure, CI, residual (eV), leverage
3F: 0.0000 0.0000 -0.0865 0.6024
3P: 2.5403 2.3751 -0.1137 0.8729
1G: 3.4572 3.4945 +0.2952 0.2189
1D: 2.2717 2.0634 -0.0148 0.3956
1S: 8.7129 7.6981 -0.0801 0.9102
fit to pure terms F2, F4: 13.2856 8.9768 eV
fit to CI E0, F2, F4: 2.2014 12.0158 7.5030 eV
same F2, F4: 96914 60516 cm^-1
fit/orbital F2, F4: 0.9044 0.8358
residual scale s: 0.2389 eV
error gain F2, F4: 3.0608 3.0966 (eV per eV)
fit without 1S F2, F4: 13.1494 8.9763 eV
1S predicted by that fit: 8.5899 eV
exchange: F2, F4, s (eV), visibility
3F-3P: 3.820 13.867 1.2239 0.6985
3F-1G: 4.270 9.675 2.7760 1.2129
3F-1D: 10.765 6.205 1.9745 1.3689
3F-1S: -12.291 -3.252 2.1424 0.3933
3P-1G: 13.397 5.199 0.7460 1.2360
3P-1D: 11.129 8.534 0.3364 0.7206
3P-1S: 13.576 -14.198 1.1414 0.3171
1G-1D: 9.711 9.293 1.1507 1.2926
1G-1S: 8.061 -0.983 3.5430 1.1117
1D-1S: -2.359 3.174 3.9541 0.9788
wrong labellings with smaller s: 0 of 119
of these with 0<F4<F2: 0
lowest s of a wrong one with 0<F4<F2: 0.3364 eV
its energies, in term order, are those of: 3F 1D 1G 3P 1S
4d spin-orbit constant zeta (estimate): 0.4772 eV
level: energy (eV) above lowest; weights 3F 3P 1G 1D 1S
3F2: 0.0000; 0.943 0.002 0.000 0.055 0.000
3F3: 0.8940; 1.000 0.000 0.000 0.000 0.000
3F4: 1.7687; 0.973 0.000 0.027 0.000 0.000
3P0: 2.8037; 0.000 0.964 0.000 0.000 0.036
1D2: 2.8601; 0.045 0.361 0.000 0.593 0.000
3P1: 3.2691; 0.000 1.000 0.000 0.000 0.000
3P2: 4.2603; 0.012 0.637 0.000 0.352 0.000
1G4: 4.7067; 0.027 0.000 0.973 0.000 0.000
1S0: 9.0574; 0.000 0.036 0.000 0.000 0.964
level means F2, F4, s: 13.3120 6.9006 0.2711 eV
3P2-1D2 exchanged F2, F4, s: 10.3030 10.0243 0.6418 eV
```
